# Phonon structure in the tunnelling density of states of a superconductor, part 2

The conductance of a tunnel junction is to be compared with a solution of the Eliashberg equations, the renormalization $Z(\omega)$ and the gap $\Delta=\phi/Z=\Delta_1+i\Delta_2$. How large is the phonon signal?

Energies are in meV, $\hbar=1$, and $N$ is in units of the bare density of states per spin. Unless stated otherwise, the band is wide and flat, $T=0$ and the Coulomb pseudopotential is zero. The phonon spectrum $\alpha^2F(\nu)$ has coupling constant $\lambda=2\int d\nu\,\alpha^2F/\nu$. The gap edge solves $\Delta(\Delta_0)=\Delta_0$.

With $\xi$ the band energy, the $2\times2$ matrix is $G^{-1}=zZ-\xi\tau_3-\phi\tau_1$, and $A=-\frac1\pi\mathrm{Im}\,G_{11}$. Integrating $A$ over $\xi$ gives $N=\mathrm{Re}\,g$, where $g=(1-\Delta^2/\omega^2)^{-1/2}$ is the principal root and causality requires $\mathrm{Im}(\omega Z/g)>0$:
$$N(\omega)=\mathrm{Re}\,\frac{\omega}{\sqrt{\omega^2-\Delta^2}},\qquad P(\omega)=\mathrm{Re}[\Delta/\sqrt{\omega^2-\Delta^2}].$$
The sum rule is $\int_0^\infty(N-1)\,d\omega=0$. The BCS curve is $N_{\rm BCS}=\omega/\sqrt{\omega^2-\Delta_0^2}$; the BCS current check also uses the coherence factor $u^2$.

The Eliashberg equations (called Matsubara equations at imaginary frequencies) are
$$\phi(\omega)=\int_{\Delta_0}^\infty d\omega'\,P\,K_+,\qquad \omega(1-Z)=\int_{\Delta_0}^\infty d\omega'\,N\,K_-,$$
$$K_\pm(\omega,\omega')=\int d\nu\,\alpha^2F(\nu)\left[\frac1{\omega'+\nu+\omega}\pm\frac1{\omega'+\nu-\omega-i0}\right].$$
For $\omega-\nu>\Delta_0$ they give the emission formulas
$$\mathrm{Im}\,\phi(\omega)=\pi\int d\nu\,\alpha^2F(\nu)P(\omega-\nu),\qquad \mathrm{Im}\,\omega Z=\pi\int d\nu\,\alpha^2F(\nu)N(\omega-\nu).$$
If $\alpha^2F$ starts at $\nu_{\min}$, $Z$, $\phi$ and $\Delta$ are real below the threshold $\Delta_0+\nu_{\min}$. Near the edge, with $y=\omega'-\Delta_0$,
$$N\approx P\approx\frac{c}{\sqrt y},\qquad c=\sqrt{\frac{\Delta_0}{2[1-\Delta'(\Delta_0)]}} .$$

Far above the gap, with $x=\Delta^2/\omega^2$ and $|x|<1$,
$$N-1=\frac{\Delta_1^2-\Delta_2^2}{2\omega^2}+R,\qquad |R|\le\frac38\sum_{n\ge2}|x|^n=\frac38\frac{|x|^2}{1-|x|}.$$
The next term of the expansion is $\frac38\mathrm{Re}\,x^2$.

For a finite band $|\xi|<W$, at fixed $Z$ and $\Delta$,
$$N_W=N-\frac{2}{\pi}\frac{\mathrm{Im}(\omega Z)}{W}$$
to leading order. At low temperature the normalized conductance is $N(eV)+\frac{\pi^2}{6}(k_BT)^2N''(eV)+\dots$. A sloping bare density of states $N_0(1+s\xi)$ adds $s\,\mathrm{Re}\,E$ to $N$, where $E=\omega Z/g$.

## Size for a smooth phonon peak

Take the model
$$\alpha^2F=a\,p(u),\qquad p=(1-u^2)^2,\qquad u=\frac{\nu-\Omega}{w},\qquad |u|<1 .$$
Since $\int_{-1}^1p\,du=2(1-\frac23+\frac15)=\frac{16}{15}$, replacing $1/\nu$ by $1/\Omega$ gives $\lambda\approx32aw/15\Omega$, or $a\approx15\lambda\Omega/32w$. The relative correction is $\langle u^2\rangle w^2/\Omega^2$, with $\langle u^2\rangle=\frac{16}{105}/\frac{16}{15}=\frac17$.

At $\omega=\Delta_0+\Omega$ put $\nu=\Omega-y$, so that $\omega'=\Delta_0+y$ with $0<y<w$. These final states lie below the phonon threshold if $2w<\Omega$, and weight near the edge dominates, so approximate $\Delta(\omega')\approx\Delta_0$. Then $\omega'^2-\Delta_0^2=y(y+2\Delta_0)$, and with $y=wu$, $r=w/\Delta_0$,
$$\mathrm{Im}\,\phi\approx\pi a\Delta_0\int_0^1\frac{p(u)\,du}{\sqrt{u^2+2u/r}} .$$
For $r\gg1$ write $p=1-(2u^2-u^4)$. The substitution $1+ru=\cosh\theta$ gives the first part as $\mathrm{arccosh}(1+r)=\ln[1+r+\sqrt{r^2+2r}]$. As $\sqrt{r^2+2r}=r+1+O(1/r)$, this is $\ln(2r+2)=\ln 2r+1/r+O(r^{-2})$. In the second part expand $(u^2+2u/r)^{-1/2}=1/u-1/(ru^2)+\dots$. It gives $\int_0^1(2u-u^3)du=\frac34$ and $-\frac1r\int_0^1(2-u^2)du=-\frac{5}{3r}$; the next term behaves as $3/(r^2u)$, cut off at $u\sim1/r$, and is $O(r^{-2}\ln r)$. Subtracting,
$$\mathrm{Im}\,\phi(\Delta_0+\Omega)\approx\pi a\Delta_0\left[\ln2r-\frac34+\frac{8}{3r}\right].$$
For $w=5$ meV, $\Delta_0=0.125$ meV, $r=40$ and $a=0.2506$, the bracket is $4.382-0.750+0.067=3.699$ and the prefactor is $0.0984$ meV. The product, $0.3640$ meV, lies 1% below the full solution, $0.3675$ meV.

So $\mathrm{Im}\,\phi$ is proportional to $\Delta_0$ times $a\ln r$, and the logarithm has to be dealt with. The gap equation does it. In the range $\Delta_0\ll\omega'\ll w$, $P\approx\Delta_0/\omega'$ and $K_+$ is close to its value at $\omega'=0$,
$$K_+(\omega,0)=\lambda(\omega)\equiv\int d\nu\,\frac{2\nu\,\alpha^2F(\nu)}{\nu^2-(\omega+i0)^2},\qquad \mathrm{Im}\,\lambda(\omega)=\pi\alpha^2F(\omega).$$
For fixed $w/\Omega$ and $L=\ln(\Omega/\Delta_0)$ large, this gives $\phi(\omega)=\Delta_0[\lambda(\omega)L+O(\lambda)]$. At low frequency $K_-\approx-2\omega\int\alpha^2F/(\omega'+\nu)^2$, and with $N\approx1$ the $\omega'$ integral gives $Z\approx1+\lambda$. The edge condition $\phi=Z\Delta_0$ becomes $\lambda[L+O(1)]=1+\lambda$. The product $\lambda L$ is therefore of order one, and since $Z(\omega)=1+O(\lambda)$,
$$\frac{\Delta(\omega)}{\Delta_0}=\frac{\lambda(\omega)}{\lambda}\,[1+O(\lambda)],\qquad N-1\approx\frac{\Delta_0^2}{2\omega^2}\,\mathrm{Re}\left[\frac{\lambda(\omega)}{\lambda}\right]^2 .$$
At leading logarithmic order the coupling strength cancels, provided the Coulomb pseudopotential $\mu^*$ is zero. With $\mu^*\neq0$ the same argument gives $\Delta(\omega)/\Delta_0=[\lambda(\omega)-\mu^*]/(\lambda-\mu^*)$, and at this order the resonant signal is larger by $[\lambda/(\lambda-\mu^*)]^2$, a sizeable factor for $\mu^*\approx0.1$ and weak coupling. Near $\omega=\Omega$ the structure is $(\Delta_0/\Omega)^2$ times a number set by the shape of $\alpha^2F$, through $\pi a/\lambda\approx15\pi\Omega/32w$. The corrections are of relative order $\lambda\sim1/L$ and die slowly. Their coefficient grows as $\ln(\Omega/w)$, because $\mathrm{Im}\,\phi$ carries $\ln r=L-\ln(\Omega/w)$ and not $L$, so for narrower peaks the leading form overestimates the signal by a large factor.

The same form gives the sign pattern. Below the phonon band $\lambda(\omega)$ is real and grows with $\omega$, because each denominator $\nu^2-\omega^2$ shrinks, so $\Delta>\Delta_0$ and $N>N_{\rm BCS}$. Inside the band the resonant part of $\mathrm{Re}\,\lambda(\omega)$ passes through zero while $\mathrm{Im}\,\lambda(\omega)$ is large, so in this form $N$ falls below 1. Only $|\Delta_2|>|\Delta_1|$ is needed for that. In the worked example below $\Delta_1$ is still positive at 12 and 14 meV, where $N<1$.

Full solutions with $\Omega=10$ meV and $w=5$ meV follow. The amplitude $\mathcal A$ is the largest $|N-N_{\rm BCS}|$ between $\Delta_0+0.4\Omega$ and $\Delta_0+1.7\Omega$.

| $\Delta_0$ (meV) | $\lambda$ | $\lambda L/(1+\lambda)$ | $\lvert\Delta(\Delta_0+\Omega)\rvert/\Delta_0$ | $\mathcal A\,\Omega^2/\Delta_0^2$ |
|---|---|---|---|---|
| 1 | 0.604 | 0.87 | 2.16 | 1.49 |
| 0.5 | 0.440 | 0.91 | 2.23 | 1.83 |
| 0.25 | 0.341 | 0.94 | 2.29 | 2.12 |
| 0.125 | 0.278 | 0.95 | 2.34 | 2.36 |

While $(\Delta_0/\Omega)^2$ changes by a factor 64, the last column changes by 1.6. The log-log slope of $\mathcal A$ over this range is 1.78, not 2; the test requires it to lie between 1.4 and 2.2, which excludes a linear law. Successive ratios in the last column are 1.23, 1.16 and 1.11, drifting towards 1 as the leading-logarithm form requires. In the last row that form would give $\pi a/\lambda=2.83$ for the imaginary part of $\Delta/\Delta_0$, against a modulus of 2.34, so the limit is not yet reached. Over the same range $|\Delta(\Delta_0+\Omega)|^2/\Delta_0^2$ grows by $(2.341/2.163)^2=1.17$ and $1/(\Delta_0+\Omega)^2$ by $(11/10.125)^2=1.18$. Both move in the direction of the drift, but $\mathcal A$ is taken where $|N-N_{\rm BCS}|$ is largest, which need not be $\Delta_0+\Omega$, so how the factor 1.6 divides up is neither derived nor tested here.

## Where the estimate fails: a narrow peak

For $r\ll1$ the square root becomes $\sqrt{2u/r}$, and $\int_0^1p\,u^{-1/2}du=2-\frac45+\frac29=\frac{64}{45}$. With $a=15\lambda\Omega/32w$,
$$\mathrm{Im}\,\phi(\Delta_0+\Omega)\approx\pi a\Delta_0\sqrt{\frac r2}\,\frac{64}{45}=\frac{2\pi}{3}\lambda\Omega\sqrt{\frac{\Delta_0}{2w}} .$$
This is of order $\lambda\Omega$ or larger, and it is not proportional to $\Delta_0$. All the phonon weight that contributes at this energy, the half with $\nu<\Omega$, leads to final states within the coherence peak, where $P\gtrsim1$. Because $N\approx P$ there, $\mathrm{Im}\,\omega Z$ has the same leading term.

For an Einstein mode, $\alpha^2F=\frac12\lambda\Omega\,\delta(\nu-\Omega)$, let $Y=\omega-\Delta_0-\Omega$. The resonant denominator gives both $\phi$ and $\omega Z=\omega-\int NK_-$ the same term
$$S=\frac{\lambda\Omega}{2}\int_0\frac{c\,dy}{\sqrt y\,(y-Y-i0)} .$$
The substitution $y=q^2$ gives $S=\pi c\lambda\Omega/2\sqrt{|Y|}$ for $Y<0$, and $i$ times that for $Y>0$. Write $\phi=\phi_r+S$ and $\omega Z=\rho+S$, with finite parts that are real at $Y=0$. Then
$$1-\frac{\Delta^2}{\omega^2}=\frac{(\rho-\phi_r)(\rho+\phi_r+2S)}{(\rho+S)^2}\to\frac{2(\rho-\phi_r)}{S}\to0 .$$
So $\Delta\to\omega$ at threshold and $N\propto|Y|^{-1/4}$. For $\rho>\phi_r$ the coefficient above threshold is smaller by $\cos(\pi/4)$, the phase of $\sqrt i$. The program does not treat this limit; it treats $w=0.5$ meV.

At $\Delta_0=1$ meV the amplitudes for $w=5$, 2 and 0.5 meV are 0.0149, 0.0297 and 0.0875, that is 1.5, 3.0 and 8.8 times $(\Delta_0/\Omega)^2$. The growth is much slower than $(\Omega/w)^2$. That law belongs to the regime where $\ln r\approx L\gg1$, whereas here $r=5$, 2 and 0.5; for $r\ll1$ the formula above gives $\mathrm{Im}\,\phi\propto w^{-1/2}$ only. For $w=0.5$ meV, $|\Delta|/\omega=0.475$ at $\Delta_0+\Omega$, against $\Delta_0/\Omega=0.1$. Doubling $\Delta_0$ to 2 meV ($\lambda$ rises from 0.586 to 0.876) takes $|\Delta|/\omega$ to 0.648 and $\mathcal A$ to 0.205, a factor 2.3 where a quadratic law would give 4. Not all of this shortfall need come from the narrow peak: the broad peak gave 3.25 for the doubling from 0.5 to 1 meV.

These two runs test the position, because $w<\Delta_0$ separates $\Omega$ from $\Delta_0+\Omega$. The steepest fall of $N$ lies at 11.16 and 12.22 meV, within $w$ of 11 and 12 meV and more than $w$ from 10 meV. It moves by 1.06 meV when the gap changes by 1.00 meV.

## Worked example

The parameters are round model values: $\Omega=10$ meV, $w=2$ meV, $\Delta_0=1$ meV, so $(\Delta_0/\Omega)^2=0.01$. The phonon threshold is $\Delta_0+\Omega-w=9$ meV, and $\Delta_0+\Omega=11$ meV $=4.04\times10^{-4}$ hartree. The real-axis equations are iterated with $\Delta_0$ fixed. Both $\phi$ and $\omega(1-Z)$ are $a$ times an integral, so the condition $\phi(\Delta_0)=\Delta_0Z(\Delta_0)$ gives $a$ at each step.

The result is $a=1.3711$ and $\lambda=0.5884$ at the frequency cutoff $12\Omega$; a higher cutoff raises $a$ by about $3\times10^{-4}$ and $\lambda$ by about $10^{-4}$. The estimate $15\lambda\Omega/32w=1.3790$ exceeds $a$ by 0.6% of $a$, matching $w^2/7\Omega^2=0.04/7$. At the edge $Z=1.580$, close to $1+\lambda=1.588$.

As an independent test, the Matsubara equations are solved at $T=\Delta_0/12$ with the same $\alpha^2F$. At the lowest frequency, $0.2618$ meV, they give $\Delta=0.9941$ meV and $Z=1.5776$; the real-axis solution evaluated at that imaginary frequency gives $0.9946$ meV and $1.5776$. The test asks for agreement to 0.5% of $\Delta_0$, and to 0.005 in $Z$, at four frequencies. The sum rule integral comes out as $-1.3\times10^{-6}$ meV, to be compared with the $1$ meV removed by the gap.

| $\omega$ (meV) | $\Delta$ (meV) | $Z$ | $N$ | $N_{\rm BCS}$ |
|---|---|---|---|---|
| 9 | $1.927$ | $1.913$ | 1.0237 | 1.0062 |
| 10 | $2.656+0.618i$ | $2.193+0.225i$ | 1.0347 | 1.0050 |
| 11 | $2.632+1.822i$ | $2.121+0.703i$ | 1.0127 | 1.0042 |
| 12 | $1.648+2.821i$ | $1.713+0.909i$ | 0.9809 | 1.0035 |
| 14 | $0.132+1.909i$ | $1.368+0.685i$ | 0.9909 | 1.0026 |

The cancellation of $Z$ is tested by inverting the $2\times2$ matrix numerically and integrating over $\xi$, with $Z$ multiplied at fixed $\Delta$ by $e^{0.05i}$ and $2e^{0.3i}$ and, above 9 meV, also by 1, 0.5 and 3. (Below threshold a real $Z$ puts poles on the real $\xi$ axis, so only the complex factors are used.) Every case agrees with the formula to $10^{-6}$, including $N=0$ at 0.5 meV. Above threshold $\mathrm{Im}(\omega Z/g)>0$ is also tested. $Z$ differs from 1 by an amount of order one across the table, while $N$ stays within 3.5% of 1.

At 11 meV the arithmetic runs as follows. $\Delta_1^2=2.6317^2=6.926$ and $\Delta_2^2=1.8217^2=3.319$, so
$$\frac{\Delta_1^2-\Delta_2^2}{2\omega^2}=\frac{3.607}{242}=0.0149 .$$
The full value is $N-1=0.0127$, so $R=-0.0022$. With $|x|=10.24/121=0.0847$ the bound is $\frac38(0.0847)^2/0.915=0.0029$, and it holds. The second-order term is $\frac38\mathrm{Re}\,\Delta^4/\omega^4$, with $\mathrm{Re}\,\Delta^4=3.607^2-(2\Delta_1\Delta_2)^2=13.0-91.9=-78.9$, giving $\frac38(-78.9/14641)=-0.0020$, most of $R$. At 12 meV, $(2.716-7.959)/288=-0.0182$, against the full $-0.0191$: here $\Delta_2>\Delta_1$ and $N<1$.

The emission formulas can be checked at 11 meV. From the table, $\mathrm{Im}\,\phi=\Delta_1\mathrm{Im}Z+\Delta_2\mathrm{Re}Z=1.850+3.864=5.714$ meV and $\mathrm{Im}\,\omega Z=11\times0.7031=7.734$ meV. The emission integrals done numerically with BCS $P$ and $N$ give 5.656 and 7.694 meV, lower by 1.0% and 0.5% of the full values. The logarithmic closed form is not usable here, since $r=2$.

$N-N_{\rm BCS}$ reaches $+0.0297$ at 9.92 meV and $-0.0268$ at 12.40 meV, so the amplitude is $3.0\,(\Delta_0/\Omega)^2$. The energy $\Delta_0+\Omega$ marks neither extremum: at 11 meV $N$ is still above the BCS curve and is falling. The steepest fall, the minimum of $d^2I/dV^2$, is at 11.26 meV, which after subtracting $\Delta_0$ overestimates $\Omega$ by 0.26 meV, or 13% of $w$. The narrow runs were also displaced upwards, by 0.16 and 0.22 meV. The peak of $\mathrm{Im}\,\phi$ must lie above $\Delta_0+\Omega$, because a symmetric, single-peaked $\alpha^2F$ is convolved with a positive function that lives only at $y>0$. The steepest fall of $N$ need not follow it. In the leading-logarithm form with $w\ll\Omega$, $\mathrm{Re}\,\lambda(\omega)$ is nearly odd and $\mathrm{Im}\,\lambda(\omega)$ nearly even about $\Omega$. Then $\mathrm{Re}\,\lambda^2=(\mathrm{Re}\,\lambda)^2-(\mathrm{Im}\,\lambda)^2$ is nearly even, with its minimum near $\Omega$, and the steepest fall lies below $\Omega$. An upward displacement is therefore not a general rule.

Two corrections are evaluated here, temperature and bandwidth; the slope of the bare density of states, estimated earlier, is a third. At $T=0.5$ K, $k_BT=0.0431$ meV, a finite-difference $dI/dV$ at 11 meV (with the $T=0$ $N$) is 1.01269 against $N=1.01272$, a change far below the amplitude 0.03. The shift is proportional to $N''$, which is small here because the inflection point at 11.26 meV is close. At 10 meV the second difference of the tabulated $N$ at 9, 10 and 11 meV gives a rough estimate, $N''\sim-0.03$ meV$^{-2}$, and a shift $\frac{\pi^2}{6}(k_BT)^2N''\sim-10^{-4}$, still far below the amplitude. A finite band matters more. For $W=500$ meV the correction is $-\frac2\pi(7.7337/500)=-0.00985$, and quadrature gives $-0.00987$. That is a third of the phonon amplitude. A similar term is present in the normal state, where $\mathrm{Im}\,\omega Z=\pi\int_0^\omega\alpha^2F\,d\nu$, which is 8.24 meV at 11 meV. In the ratio of the two conductances the terms largely cancel: for $N\approx1$ the ratio is shifted by about $-\frac2\pi[\mathrm{Im}(\omega Z)_S-\mathrm{Im}(\omega Z)_N]/W$, which at 11 meV is below $10^{-3}$ in size. That energy is close to a sign change of the difference. At 10 meV the two values are 2.25 and 4.59 meV and the shift is about $+0.003$; at 12 meV they are 10.90 and 9.19 meV and it is about $-0.002$. Near the extrema of the structure the shift is thus up to a tenth of the amplitude. For a band this narrow the normal-state conductance should therefore be computed along with $N$. For the normalized conductance, at fixed $Z$ and $\Delta$, it is this difference divided by $W$ that must be small compared with the phonon structure.

## Values computed for the example and the checks

```
BCS Delta=1.0 meV, eV=2.5 meV: current from u^2 2.29129, from N 2.29129 meV
example: Om=10.0 meV, wd=2.0 meV, D0=1.0 meV, (D0/Om)^2=0.0100
D0+Om = 11.0 meV = 4.042e-04 hartree; threshold D0+Om-wd = 9.0 meV
lambda = 0.5884, peak a = 1.3711, 15 lam Om/(32 wd) = 1.3790
Z(D0) = 1.5796, 1+lambda = 1.5884
w_0 = 0.2618 meV: Delta Matsubara 0.9941, from real axis 0.9946 meV
   Z Matsubara 1.5776, from real axis 1.5776
sum rule int(N-1)dw = -1.3e-06 meV
w=0.5 meV (in gap): N quad 2.8e-16
w= 3.0 meV: Delta=1.0427+0.0000i meV, Z=1.5952+0.0000i
   N quad 1.06648, formula 1.06648, expanded 1.06040, BCS 1.06066
w= 9.0 meV: Delta=1.9269+0.0000i meV, Z=1.9127+0.0000i
   N quad 1.02374, formula 1.02374, expanded 1.02292, BCS 1.00623
w=10.0 meV: Delta=2.6563+0.6180i meV, Z=2.1932+0.2250i
   N quad 1.03466, formula 1.03466, expanded 1.03337, BCS 1.00504
w=11.0 meV: Delta=2.6317+1.8217i meV, Z=2.1210+0.7031i
   N quad 1.01272, formula 1.01272, expanded 1.01491, BCS 1.00416
w=12.0 meV: Delta=1.6479+2.8211i meV, Z=1.7128+0.9085i
   N quad 0.98085, formula 0.98085, expanded 0.98179, BCS 1.00349
w=14.0 meV: Delta=0.1316+1.9091i meV, Z=1.3682+0.6850i
   N quad 0.99087, formula 0.99087, expanded 0.99075, BCS 1.00256
w=22.0 meV: Delta=-1.4529+1.5927i meV, Z=1.1189+0.4134i
   N quad 0.99953, formula 0.99953, expanded 0.99956, BCS 1.00103
A11(xi=0, D0+Om): with Z 0.00314, with 3Z 0.00105 1/meV
finite band W=500.0 meV: dN quad -0.00987, formula -0.00985
T=0.5 K, kT=0.0431 meV: dI/dV(D0+Om) = 1.01269, N = 1.01272
Im phi(D0+Om): full 5.7141, BCS-P estimate 5.6558 meV
Im wZ(D0+Om): full 7.7337, BCS-N estimate 7.6939 meV
N-BCS max +0.0297 at 9.92 meV, min -0.0268 at 12.40 meV
steepest fall at 11.26 meV; max|N-BCS|/(D0/Om)^2 = 2.97
broad peak wd=5 meV: D0(meV) lam lam*ln(Om/D0)/(1+lam) |Delta(D0+Om)|/D0 amp amp/(D0/Om)^2
   1.000 0.6042 0.867 2.163 1.486e-02 1.486
   0.500 0.4395 0.915 2.233 4.570e-03 1.828
   0.250 0.3414 0.939 2.291 1.325e-03 2.120
   0.125 0.2778 0.953 2.341 3.691e-04 2.362
log-log slope of amplitude against D0 = 1.777
wd/D0=40, a=0.2506: Im phi log formula 0.3640, full 0.3675 meV
narrow wd=0.5 meV, D0=1.0 meV: lam 0.586, steepest fall 11.16 meV
   |Delta|/w at D0+Om 0.475, amp 0.088, amp/(D0/Om)^2 8.8
narrow wd=0.5 meV, D0=2.0 meV: lam 0.876, steepest fall 12.22 meV
   |Delta|/w at D0+Om 0.648, amp 0.205, amp/(D0/Om)^2 5.1
shift of feature 1.06 meV for gap change 1.00 meV
D0=1 meV amplitude, wd=5, 2, 0.5 meV: 0.0149, 0.0297, 0.0875
```
